# Macroscopic averaging and the electrostatic lineup at a lattice-mismatched interface

Let $z$ be the normal to a planar interface between crystal 1 on the left and crystal 2 on the right. Hartree atomic units are used, with Gaussian electrostatics. The total charge density $\rho(\mathbf r)$ counts ions as positive and electrons as negative, and $\phi(\mathbf r)$ is the electrostatic potential felt by a positive test charge, so that
$$
\nabla^2\phi=-4\pi\rho .
$$
The potential energy of an electron is $-\phi$. The two crystals are assumed to share an in-plane cell of area $A$, if necessary because one of them is strained or because a larger common cell is taken. Their periods along $z$ may differ. The planar average of a function $f(\mathbf r)$ is
$$
f(z)=\frac1A\int_A f(x,y,z)\,dx\,dy .
$$
Applied to Poisson's equation, it removes the in-plane derivatives: the integral of $\partial_x^2\phi+\partial_y^2\phi$ over the cell is the flux of the in-plane gradient through the cell boundary, and opposite edges cancel by periodicity. What remains is
$$
\phi''(z)=-4\pi\rho(z).
$$
From here on $\phi$ and $\rho$ are planar averages, taken to be smooth. Far from the interface they have period $a_1$ on the left and $a_2$ on the right, provided that there is no macroscopic electric field.

The planar average still oscillates from one atomic plane to the next. A box filter of length $a$ replaces it by a running mean,
$$
f_a(z)=\frac1a\int_{-a/2}^{a/2}f(z+u)\,du
=\frac1a\int_{z-a/2}^{z+a/2}f(t)\,dt .
$$
Differentiating the second form with respect to its two limits gives
$$
f_a'(z)=\frac{f(z+a/2)-f(z-a/2)}{a}.
$$
If $f$ has period $a$ throughout the window, the two values are equal and $f_a'$ vanishes. The constant that remains is the integral over one period divided by $a$, which is the mean $\bar f$. The removal is therefore exact for any periodic shape, however many harmonics it has. The condition is that the whole window lies in the periodic region. Where the window reaches the interface, the filter smooths the profile but has no reason to make it flat.

To see what a window of another length $b$ does, take one harmonic $e^{iGz}$ with $G=2\pi n/a$ and $n$ a nonzero integer:
$$
\frac1b\int_{-b/2}^{b/2}e^{iG(z+u)}du
=e^{iGz}\,\frac{e^{iGb/2}-e^{-iGb/2}}{iGb}
=e^{iGz}\,S_n,\qquad
S_n=\frac{\sin(\pi nb/a)}{\pi nb/a}.
$$
For $b=a$ every $S_n$ is zero, as found above. For a slightly wrong window, $b=a(1+\varepsilon)$, the identity $\sin(\pi n+x)=(-1)^n\sin x$ gives
$$
S_n=(-1)^n\frac{\sin(\pi n\varepsilon)}{\pi n(1+\varepsilon)}
\simeq(-1)^n\varepsilon\qquad(|n\varepsilon|\ll1,\ |\varepsilon|\ll1).
$$
The surviving fraction of a low harmonic is thus proportional to the mismatch. A small fraction can still matter, because the ripple of the potential may be much larger than the step that is sought.

A single box flattens both sides if $b$ is an integer multiple of $a_1$ and also of $a_2$. When the fundamental harmonic $n=1$ is present on both sides, this condition is necessary as well, since $S_1$ vanishes only for integer $b/a$. Such a length exists if $a_1/a_2$ is rational, though it may be long, and does not exist if the ratio is irrational. Two boxes in succession need no such relation. Their factors multiply, so that harmonic $n$ on side $i$ is reduced by
$$
\frac{\sin(\pi na_1/a_i)}{\pi na_1/a_i}\;
\frac{\sin(\pi na_2/a_i)}{\pi na_2/a_i},
$$
and for $i=1$ the first factor is zero, for $i=2$ the second. The double convolution is therefore always sufficient for one common profile that is flat on both sides. It is not always necessary, since a common multiple also serves. If the two plateau values are all that is wanted, each side may even be read with its own single filter, because each filter returns the correct mean on its own side.

The combined filter has a simple kernel. Convolving two boxes of heights $1/a_1$ and $1/a_2$ gives $1/(a_1a_2)$ times the length over which two intervals, of lengths $a_1$ and $a_2$ and with centres a distance $|u|$ apart, overlap:
$$
K(u)=\frac1{a_1a_2}
\begin{cases}
\min(a_1,a_2), & |u|\le |a_1-a_2|/2,\\
(a_1+a_2)/2-|u|, & |a_1-a_2|/2<|u|<(a_1+a_2)/2,\\
0, & |u|\ge (a_1+a_2)/2 .
\end{cases}
$$
This is a trapezoid of height $1/\max(a_1,a_2)$. For equal periods it becomes a triangle, and a single box would then do. The filtered profile reaches its plateau once the point considered is at least $(a_1+a_2)/2$ away from the region where the bulk periodicity is disturbed. A crystal layer in a calculation must be thick enough to leave such points in its interior.

Let the subscript $M$ denote the doubly filtered quantities. The filter is a weighted sum of shifted copies of a function, with weights that do not depend on $z$, so it commutes with differentiation:
$$
\phi_M''(z)=-4\pi\rho_M(z).
$$
Choose $L$ in the left plateau and $R$ in the right one, multiply by $z$ and integrate by parts:
$$
4\pi\int_L^R z\rho_M\,dz=-\int_L^R z\phi_M''\,dz
=-\bigl[z\phi_M'\bigr]_L^R+\int_L^R\phi_M'\,dz .
$$
The last integral is $\phi_M(R)-\phi_M(L)$. If both bulks are field-free, $\phi_M'$ vanishes at $L$ and $R$, and
$$
\boxed{\;\Delta\phi\equiv\phi_M(R)-\phi_M(L)=4\pi p_M,\qquad
p_M=\int_L^R z\rho_M(z)\,dz\;}
$$
Here $p_M$ is a dipole per unit area. With positive charge on the right and negative charge on the left it is positive, and the potential rises to the right. The energy of an electron changes by $-4\pi p_M$.

The same assumption makes the dipole well defined. Integrating $\phi_M''=-4\pi\rho_M$ once gives
$$
\phi_M'(R)-\phi_M'(L)=-4\pi\lambda,\qquad \lambda=\int_L^R\rho_M\,dz .
$$
With zero slopes $\lambda=0$, and moving the origin by $z_0$ changes $p_M$ by $-z_0\lambda=0$. Since $\rho_M$ vanishes in both plateaus, $p_M$ does not depend on where $L$ and $R$ are placed there. Nor does it depend on the filter, so long as the filter gives both plateaus their mean values, because $\Delta\phi$ is then the same.

Two cases with fields show where the result ends. If $\lambda\ne0$, the slopes on the two sides differ, the distance between the two potentials changes with position, and there is no constant lineup. If $\lambda=0$ but both sides have the same slope $s$, the boundary term is $s(R-L)$, and
$$
\phi_M(R)-\phi_M(L)=4\pi p_M+s(R-L).
$$
The dipole then gives the offset between two parallel lines. The filter does not alter a linear potential, because the mean of $z+u$ over a symmetric window is $z$, so a field remains visible in the filtered profile and can be looked for there.

It matters that the dipole is formed from the filtered charge. The same integration by parts for the unfiltered functions gives
$$
4\pi\int_L^R z\rho\,dz=\phi(R)-\phi(L)-\bigl[z\phi'\bigr]_L^R .
$$
In the bulk $\phi'$ oscillates with constant amplitude, and the factor $z$ makes the boundary term grow as the cutoff moves outward. Choosing cutoffs where $\phi'=0$ removes that term, but what is left is the difference of two local potentials, and a local potential is generally not the mean over a cell.

An independent expression for the lineup shows what the filtered dipole contains. Suppose that each bulk is a periodic repetition of a localized planar unit with charge density $\rho_u(z)$, without net charge or dipole, and with second moment
$$
Q=\int_{-\infty}^{\infty}z^2\rho_u(z)\,dz .
$$
The potential $\phi_u$ of one unit can be set to zero on its left. It then vanishes on its right as well, since the unit has no dipole. Two integrations by parts, whose boundary terms vanish, give
$$
-4\pi Q=\int z^2\phi_u''\,dz=-2\int z\phi_u'\,dz=2\int\phi_u\,dz,
\qquad \int\phi_u\,dz=-2\pi Q .
$$
The bulk potential is the sum of the copies of $\phi_u$ displaced by multiples of $a$. Integrating this sum over one period is the same as integrating a single copy over the whole line, so the mean potential is
$$
\bar\phi=-\frac{2\pi Q}{a}.
$$
Now let the interface carry an additional neutral charge distribution with dipole $p$ per area. By the boxed relation it adds a step $4\pi p$, and therefore
$$
\Delta\phi=4\pi p-2\pi\left(\frac{Q_2}{a_2}-\frac{Q_1}{a_1}\right),\qquad
p_M=p-\frac12\left(\frac{Q_2}{a_2}-\frac{Q_1}{a_1}\right).
$$
Even with no transferred charge, two bulks of neutral units generally have different mean potentials. Another division of the same charge into units may shift contributions between $p$ and the $Q$ terms, but not their sum, which is fixed by the total charge density.

A model with round parameters makes the sizes visible. It describes no particular material. The periods are $a_1=5$ and $a_2=6$ bohr, with 20 planes on each side at $z=-(j+\tfrac12)a_1$ and $z=(j+\tfrac12)a_2$, where $j=0,1,\dots$. Each plane is a positive Gaussian sheet of width (standard deviation) $w_+=0.5$ bohr and an equal negative one of width $w_-$. The charge per area is $\sigma_1=0.10$ and $\sigma_2=0.12$ $e/\text{bohr}^2$, and $w_-$ is 1.2 bohr on the left and 1.0 bohr on the right. In addition, positive charge of $0.002\ e/\text{bohr}^2$ is moved to the right over 3 bohr, between Gaussian sheets of width 1.0 bohr centred at $-1.5$ and $+1.5$ bohr.

The second moment of a normalized Gaussian about its centre is its squared width, so $Q=\sigma(w_+^2-w_-^2)$:
$$
Q_1=0.10\,(0.25-1.44)=-0.119\ e,\qquad
Q_2=0.12\,(0.25-1.00)=-0.090\ e .
$$
The mean potentials of the two bulks, before the transfer, are
$$
\bar\phi_1=\frac{2\pi(0.119)}{5}=0.14954,\qquad
\bar\phi_2=\frac{2\pi(0.090)}{6}=0.09425\ \text{hartree}.
$$
The transferred charge adds $4\pi(0.002)(3)=0.07540$ hartree, so that
$$
\Delta\phi=0.07540+0.09425-0.14954=0.02011\ \text{hartree}=0.547\ \text{eV}.
$$
The bulk terms cancel almost three quarters of the step due to the transfer. The filtered potential, computed from the closed-form potential of the sheets, has plateaus at 0.111841 and 0.131947 hartree, which differ by 0.020106 hartree. The zero of potential is fixed by taking $-2\pi|z-z'|$ for a unit sheet, which places half of the transfer step on each side, so the plateaus are $\bar\phi_1-0.03770$ and $\bar\phi_2+0.03770$ hartree. The integral over the filtered charge gives $p_M=0.0016\ e/\text{bohr}$, and $4\pi p_M$ is again 0.020106 hartree. The three routes were tested against one another. An electron's electrostatic energy is lower on the right by this amount.

Before filtering, the peak-to-peak ripple is 0.331 hartree on the left and 0.300 on the right, some fifteen times the lineup. The box of length $a_1$ flattens the left side but leaves 0.055 hartree on the right, still 2.7 times the lineup. The box of length $a_2$ flattens the right side and leaves 0.051 hartree on the left. For the fundamental, the predicted surviving fractions are
$$
\frac{\sin(5\pi/6)}{5\pi/6}=0.191\ \ (\text{right}),\qquad
\frac{\sin(6\pi/5)}{6\pi/5}=-0.156\ \ (\text{left}),
$$
in agreement with the measured harmonics. The negative sign means that the surviving fundamental is inverted; the second harmonic on the left, with factor $+0.126$, is not. On the left, the unfiltered potential is higher on an atomic plane ($z=-27.5$ bohr) than midway between planes ($z=-30$ bohr), whereas after the $a_2$ filter it is lower there. The double filter reduces the ripple on both sides to rounding error.

Since 5 and 6 have the common multiple 30, a single box of 30 bohr also works, and it is the only successful one among window lengths from 0.1 to 32 bohr taken in steps of 0.1 bohr. Its cost is spatial resolution. If the transition is taken to end where the profile stays within $10^{-4}$ hartree of its plateau, it extends to $\pm7.05$ bohr with the double filter and to about $\pm16.9$ bohr with the long box. The half-widths of the kernels are 5.5 and 15 bohr. The excess over these half-widths comes mainly from the extent of the transferred charge: without it the edges move in to about $\pm5.2$ and $\pm15.1$ bohr. Because the edge is defined by a finite threshold, it can also fall slightly inside the half-width of the kernel.

The raw dipole behaves as its boundary term requires. With the left cutoff at $-25$ bohr, $4\pi\int z\rho\,dz$ swings between a minimum of $-7.6$ and a maximum of 8.4 hartree as the right cutoff crosses the cell from 30 to 36 bohr, and between $-19.3$ and 20.1 hartree in the cell from 78 to 84 bohr. With cutoffs at $-25$ and 30 bohr, both midway between planes, where the field vanishes by symmetry, it is 0.0561 hartree. This is the difference of the local potentials at those points and nearly three times the lineup. Finally, an extra sheet of $0.001\ e/\text{bohr}^2$ changes the slope across the interface by $-4\pi(0.001)=-0.01257$ hartree/bohr. Over 2 bohr, such a change of slope already amounts to more than the whole lineup.

In a mean-field calculation the lineup enters the valence-band offset as follows. Let $\varepsilon_i$ be the valence-band edge of bulk $i$, in the strain state it has at the interface, measured from the mean electrostatic energy $-\bar\phi_i$ of an electron in that bulk. Placing both edges on the common scale of the interface calculation gives
$$
E_{v,2}-E_{v,1}=(\varepsilon_2-\varepsilon_1)-\Delta\phi .
$$
The lineup alone is not the band offset. Its value generally depends on how the ionic charge is represented. Changing the squared ionic width on side $i$ by $\delta_i$ changes $Q_i$ by $\sigma_i\delta_i$, and hence the lineup by $-2\pi(\sigma_2\delta_2/a_2-\sigma_1\delta_1/a_1)$. In the model $\sigma_1/a_1=\sigma_2/a_2$, so a common change of $w_+$ shifts both mean potentials equally and cancels in the lineup, but a change on one side alone does not. The bulk and interface calculations must therefore use the same ionic charges and potentials, so that the reference level subtracted in $\varepsilon_i$ is the one that $\Delta\phi$ connects.

## Computed values

```
periods a1, a2: 5.0, 6.0 bohr
plane charges left, right: 0.10, 0.12 e/bohr^2
positive sheet width: 0.5 bohr
negative sheet widths left, right: 1.2, 1.0 bohr
transferred charge: 0.002 e/bohr^2 over 3.0 bohr
Gaussian width of transferred charge: 1.0 bohr
planes on each side: 20
peak-to-peak ripple, unfiltered: left 0.33051, right 0.29964 hartree
peak-to-peak ripple, a1 filter: left 0.00000, right 0.05520 hartree
peak-to-peak ripple, a2 filter: left 0.05064, right 0.00000 hartree
double filter, largest ripple: 7e-15 hartree
wrong-window factor, right side, harmonic 1: 0.1910
wrong-window factor, right side, harmonic 2: -0.1654
wrong-window factor, left side, harmonic 1: -0.1559
wrong-window factor, left side, harmonic 2: 0.1261
single window flattening both (scan 0.1 to 32): 30.0 bohr
transition range, double filter: -7.05 to 7.05 bohr
transition range, single common window: -16.90 to 16.90 bohr
z (bohr): phi unfiltered, a1 filter, a2 filter, double (hartree)
 -30.0:  -0.01727   0.11184   0.14165   0.11184
 -27.5:   0.31324   0.11184   0.09100   0.11184
  -5.0:  -0.01727   0.11203   0.14208   0.11361
   0.0:   0.01079   0.10354   0.13680   0.12189
   5.0:   0.05051   0.12527   0.13151   0.13018
  30.0:   0.03885   0.09524   0.13195   0.13195
  33.0:   0.33849   0.15044   0.13195   0.13195
plateaus left, right: 0.111841, 0.131947 hartree
lineup from potential: 0.020106 hartree = 0.5471 eV
dipole of filtered charge: 0.0016000 e/bohr
4 pi times that dipole: 0.020106 hartree
electron energy step: -0.020106 hartree
second moments Q1, Q2: -0.11900, -0.09000 e
mean potentials from Q1, Q2: 0.149540, 0.094248 hartree
step from transferred charge alone: 0.075398 hartree
second-moment prediction of lineup: 0.020106 hartree
4 pi raw dipole, cutoffs -25 and 30 bohr: 0.05613 hartree
its range, right cutoff 30 to 36 bohr: -7.6 to 8.4 hartree
its range, right cutoff 78 to 84 bohr: -19.3 to 20.1 hartree
extra sheet charge in field test: 0.001 e/bohr^2
slope change it causes: -0.012566 hartree/bohr
```
